# Roughness exponent of a sputtered film from its areal height spectrum: test program

```python
"""
Result under test: an isotropic surface whose areal height spectrum is
C(k) = A k^-p, 2 < p < 4, has a mean square height difference
G(r) = <[h(x+r)-h(x)]^2> proportional to r^(2 alpha), alpha = (p-2)/2.
For p = 3.4 this gives alpha = 0.7.
Symbols: h height (nm), k = 2 pi/wavelength (1/nm), C spectrum (nm^4) with
<h^2> = integral d^2k/(2 pi)^2 C(k), w rms height, xi correlation length.
The example numbers are round values, roughly typical of a sputtered metal
film imaged by atomic force microscopy.
"""
import numpy as np
from scipy.special import j0, gamma
from scipy import fft

p = 3.4
k1, k2 = 0.02, 0.2
C_k1 = 2.0e5
A = C_k1 * k1**p
alpha = (p - 2) / 2
gl_x, gl_w = np.polynomial.legendre.leggauss(20)


def panel_rule(edges):
    """Gauss-Legendre nodes and weights on consecutive panels."""
    edges = np.asarray(edges)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * gl_x).ravel(),
            (half[:, None] * gl_w).ravel())


def graded_rule(lo, hi):
    """Panels that grow with the variable but never exceed width 2."""
    edges = [lo]
    while edges[-1] < hi:
        edges.append(min(hi, edges[-1] + min(0.3 * edges[-1], 2.0)))
    return panel_rule(edges)


def one_minus_j0(u):
    return np.where(u < 1e-2, u**2 / 4 - u**4 / 64, 1 - j0(u))


def height_difference(r, power, amplitude, klo, khi):
    """G(r) by radial quadrature of the spectrum between klo and khi."""
    u, wt = graded_rule(klo * r, khi * r)
    k = u / r
    return np.sum(wt / r * k * amplitude * k**-power * one_minus_j0(u)) / np.pi


def local_exponent(r, power, klo, khi):
    """Half the logarithmic slope of G at r."""
    up = height_difference(r * 1.01, power, 1.0, klo, khi)
    down = height_difference(r / 1.01, power, 1.0, klo, khi)
    return np.log(up / down) / (4 * np.log(1.01))


# --- wide power law: exponent and amplitude of G -------------------------
r_ex = 20.0
wide = (1e-9, 100.0)
for trial_p in (3.0, 3.4, 3.6):
    assert abs(local_exponent(r_ex, trial_p, *wide) - (trial_p - 2) / 2) < 2e-3
alpha_wide = local_exponent(r_ex, p, *wide)
integral = gamma(1 - alpha) / (alpha * 2**(2 * alpha + 1) * gamma(1 + alpha))
G_closed = A / np.pi * integral * r_ex**(2 * alpha)
G_wide = height_difference(r_ex, p, A, *wide)
assert abs(G_wide / G_closed - 1) < 1e-3
# too steep a spectrum: long waves dominate and the exponent sticks at 1
alpha_steep = local_exponent(r_ex, p + 1, *wide)
assert abs(alpha_steep - 1) < 0.01

# --- one decade only: Cartesian sums against radial formulas ------------
dk = 0.0005
axis = np.arange(-400, 401) * dk
KX, KY = np.meshgrid(axis, axis, indexing="ij")
K = np.hypot(KX, KY)
inside = (K >= k1) & (K <= k2)
cell = A * K[inside]**-p * dk**2 / (2 * np.pi)**2
w_band = np.sqrt(A * (k1**(2-p) - k2**(2-p)) / (2 * np.pi * (p - 2)))
slope_band = np.sqrt(A * (k2**(4-p) - k1**(4-p)) / (2 * np.pi * (4 - p)))
G_band = height_difference(r_ex, p, A, k1, k2)
assert abs(np.sum(cell) / w_band**2 - 1) < 0.01
assert abs(np.sum(cell * K[inside]**2) / slope_band**2 - 1) < 0.01
G_sum = 2 * np.sum(cell * (1 - np.cos(KX[inside] * r_ex)))
assert abs(G_sum / G_band - 1) < 0.01
r_list = (5.0, 10.0, 20.0, 50.0)
band_exponents = [local_exponent(r, p, k1, k2) for r in r_list]
assert np.all(np.diff(band_exponents) < 0)
assert band_exponents[0] - band_exponents[-1] > 0.3

# --- spectrum of a line scan --------------------------------------------
ky, wky = graded_rule(1e-9, 100.0)


def line_spectrum(kx):
    return np.sum(wky * A * (kx**2 + ky**2)**(-p / 2)) / np.pi


kx_ex = 0.05
line_closed = (A * kx_ex**(1 - p) * gamma((p - 1) / 2)
               / (2 * np.sqrt(np.pi) * gamma(p / 2)))
assert abs(line_spectrum(kx_ex) / line_closed - 1) < 1e-4
line_slope = np.log2(line_spectrum(2 * kx_ex) / line_spectrum(kx_ex))
assert abs(line_slope + 1 + 2 * alpha) < 1e-3


# --- converse: spectrum from a real-space covariance --------------------
def film_spectrum(x, a):
    """C/(w^2 xi^2) at x = k xi for covariance w^2 exp(-(r/xi)^(2a)).
    The substitution r = t^5 removes the cusp at r = 0."""
    t_max = 38.0**(1 / (10 * a))
    t, wt = panel_rule(np.linspace(0, t_max, 3001))
    r = t**5
    return 2 * np.pi * np.sum(wt * 5 * t**4 * r * np.exp(-r**(2*a)) * j0(x*r))


tail_slopes = {}
for a in (0.5, 0.7, 0.9):
    ratio = film_spectrum(101.0, a) / film_spectrum(100.0 / 1.01, a)
    tail_slopes[a] = -np.log(ratio) / np.log(101.0 * 1.01 / 100.0)
    assert abs(tail_slopes[a] - (2 + 2 * a)) < 0.015
crossover = []
for xi in (50.0, 200.0, 500.0, 2000.0):
    secant = np.log10(film_spectrum(k1*xi, 0.7) / film_spectrum(k2*xi, 0.7))
    crossover.append((xi, secant, (secant - 2) / 2))
assert abs(crossover[-1][2] - 0.7) < abs(crossover[1][2] - 0.7)


# --- simulated images ----------------------------------------------------
def wave_numbers(n, dx):
    q = 2 * np.pi * np.fft.fftfreq(n, dx)
    k = np.hypot(q[:, None], q[None, :])
    k[0, 0] = 1e-12
    return k


def random_surfaces(rng, k, dx, klo, khi):
    """Two independent periodic Gaussian surfaces with the power law."""
    n = k.shape[0]
    spec = np.where((k >= klo) & (k <= khi), A * k**-p, 0.0)
    z = rng.standard_normal((n, n)) + 1j * rng.standard_normal((n, n))
    field = fft.ifft2(z * np.sqrt(spec) / (n * dx)) * n**2
    return field.real, field.imag


def fitted_power(h, k, window=None):
    """Average power in ten logarithmic rings from k1 to k2, then fit a line."""
    image = h - h.mean()
    if window is not None:
        image = image * window
    power = np.abs(fft.fft2(image))**2
    ring = np.floor(10 * np.log10(k / k1)).astype(int)
    ok = (ring >= 0) & (ring < 10)
    count = np.bincount(ring[ok], minlength=10)
    mean_power = np.bincount(ring[ok], power[ok], minlength=10) / count
    mean_lnk = np.bincount(ring[ok], np.log(k[ok]), minlength=10) / count
    return -np.polyfit(mean_lnk, np.log(mean_power), 1)[0]


rng = np.random.default_rng(7)
pixel, n_big, n_scan = 4.0, 1024, 512
k_big, k_scan = wave_numbers(n_big, pixel), wave_numbers(n_scan, pixel)
hann_1d = 0.5 - 0.5 * np.cos(2 * np.pi * np.arange(n_scan) / n_scan)
hann = hann_1d[:, None] * hann_1d[None, :]
raw_fits, hann_fits = [], []
for _ in range(24):
    for surface in random_surfaces(rng, k_big, pixel, 1e-3, 0.7):
        scan = surface[:n_scan, :n_scan]
        raw_fits.append(fitted_power(scan, k_scan))
        hann_fits.append(fitted_power(scan, k_scan, hann))
p_raw, p_hann = np.mean(raw_fits), np.mean(hann_fits)
scatter = np.std(hann_fits, ddof=1)
# tolerance: taper smearing at the lowest ring plus sampling scatter
assert abs(p_hann - p) < 0.06
assert p_raw < p_hann

# --- blunt tip: image = highest contact of a parabola of radius R --------
tip_radius, reach, fine = 8.0, 10, 1.0
k_fine = wave_numbers(1024, fine)
tip_results = []
for k_end in (k2, 1.0):
    h = random_surfaces(rng, k_fine, fine, k1, k_end)[0]
    padded = np.pad(h, reach, mode="wrap")
    image = h.copy()
    for i in range(-reach, reach + 1):
        for j in range(-reach, reach + 1):
            part = padded[reach+i:reach+i+1024, reach+j:reach+j+1024]
            drop = (i * i + j * j) * fine**2 / (2 * tip_radius)
            np.maximum(image, part - drop, out=image)
    shift = fitted_power(image, k_fine) - fitted_power(h, k_fine)
    tip_results.append((k_end, shift, shift / 2))

noise_rms = 0.05
noise_spec = noise_rms**2 * pixel**2
C_k2 = A * k2**-p

# --- output ---------------------------------------------------------------
print(f"spectral power p (input): {p:.1f}")
print(f"roughness exponent alpha = (p-2)/2: {alpha:.2f}")
print(f"band: k1 = {k1:.2f} 1/nm, k2 = {k2:.2f} 1/nm")
print(f"wavelengths: {2*np.pi/k1:.0f} nm to {2*np.pi/k2:.1f} nm")
print(f"C(k1) = {C_k1:.3g} nm^4, C(k2) = {C_k2:.3g} nm^4")
print(f"amplitude A = {A:.4f} nm^0.6")
print(f"integral of u^(1-p)(1-J0): {integral:.4f}")
print(f"alpha from quadrature of wide power law: {alpha_wide:.4f}")
print(f"rms height difference at {r_ex:.0f} nm, wide law: {G_closed**0.5:.2f} nm")
print(f"rms height difference at {r_ex:.0f} nm, band only: {G_band**0.5:.2f} nm")
print(f"rms height from the band: {w_band:.2f} nm")
print(f"rms slope from the band: {slope_band:.3f}")
for r, e in zip(r_list, band_exponents):
    print(f"band only, local exponent of G at r = {r:.0f} nm: {e:.3f}")
print(f"line-scan spectrum at {kx_ex} 1/nm: {line_closed:.1f} nm^3")
print(f"line-scan logarithmic slope: {line_slope:.3f}")
print(f"if -3.4 were a line-scan slope, formal alpha: {(p-1)/2:.2f}")
print(f"real-space exponent for areal power {p+1:.1f}: {alpha_steep:.3f}")
for a, s in tail_slopes.items():
    print(f"covariance exponent {a}: spectral power at k xi = 100: {s:.3f}")
for xi, s, a in crossover:
    print(f"true alpha 0.7, xi = {xi:.0f} nm: apparent p {s:.3f}, alpha {a:.3f}")
print(f"simulated scan: side {n_scan*pixel:.0f} nm, pixel {pixel:.0f} nm")
print(f"number of simulated scans: {len(raw_fits)}")
print(f"mean fit, no taper: p {p_raw:.3f}, alpha {(p_raw-2)/2:.3f}")
print(f"mean fit, Hann taper: p {p_hann:.3f}, alpha {(p_hann-2)/2:.3f}")
print(f"scatter of one Hann fit: p {scatter:.3f}, alpha {scatter/2:.3f}")
print(f"tip radius: {tip_radius:.0f} nm")
for k_end, s, a in tip_results:
    print(f"tip, roughness to {k_end:.1f} 1/nm: p shift {s:+.3f}, alpha {a:+.3f}")
print(f"height noise {noise_rms} nm rms: spectrum {noise_spec:.3f} nm^4")
print(f"noise over signal at k2: {noise_spec/C_k2:.1e}")
print("every check passed")
```

Printed output:

```
spectral power p (input): 3.4
roughness exponent alpha = (p-2)/2: 0.70
band: k1 = 0.02 1/nm, k2 = 0.20 1/nm
wavelengths: 314 nm to 31.4 nm
C(k1) = 2e+05 nm^4, C(k2) = 79.6 nm^4
amplitude A = 0.3346 nm^0.6
integral of u^(1-p)(1-J0): 0.8911
alpha from quadrature of wide power law: 0.7000
rms height difference at 20 nm, wide law: 2.51 nm
rms height difference at 20 nm, band only: 1.96 nm
rms height from the band: 2.96 nm
rms slope from the band: 0.159
band only, local exponent of G at r = 5 nm: 0.981
band only, local exponent of G at r = 10 nm: 0.927
band only, local exponent of G at r = 20 nm: 0.753
band only, local exponent of G at r = 50 nm: 0.495
line-scan spectrum at 0.05 1/nm: 126.5 nm^3
line-scan logarithmic slope: -2.400
if -3.4 were a line-scan slope, formal alpha: 1.20
real-space exponent for areal power 4.4: 1.000
covariance exponent 0.5: spectral power at k xi = 100: 3.000
covariance exponent 0.7: spectral power at k xi = 100: 3.406
covariance exponent 0.9: spectral power at k xi = 100: 3.805
true alpha 0.7, xi = 50 nm: apparent p 2.900, alpha 0.450
true alpha 0.7, xi = 200 nm: apparent p 3.536, alpha 0.768
true alpha 0.7, xi = 500 nm: apparent p 3.447, alpha 0.723
true alpha 0.7, xi = 2000 nm: apparent p 3.407, alpha 0.703
simulated scan: side 2048 nm, pixel 4 nm
number of simulated scans: 48
mean fit, no taper: p 3.132, alpha 0.566
mean fit, Hann taper: p 3.398, alpha 0.699
scatter of one Hann fit: p 0.091, alpha 0.046
tip radius: 8 nm
tip, roughness to 0.2 1/nm: p shift +0.005, alpha +0.003
tip, roughness to 1.0 1/nm: p shift +0.020, alpha +0.010
height noise 0.05 nm rms: spectrum 0.040 nm^4
noise over signal at k2: 5.0e-04
every check passed
```
